# Why force-balanced tensile and compressive layers can stay coherent: test program

```python
"""Coherence of a force-balanced superlattice.
Claim: with alternating layer forces +f and -f (f = M*|strain|*thickness), no single
misfit dislocation lowers the energy for any number of periods if b*f < c(h_min),
where c(d) = e0*(ln(2d/r0) - 1/2) is the energy per length of an edge dislocation
at depth d below the free surface and h_min is the thinner layer's thickness.
b: Burgers length, r0: core radius, mu: shear modulus, nu: Poisson ratio,
e0 = mu*b^2/(4*pi*(1-nu)), M = 2*mu*(1+nu)/(1-nu): biaxial modulus.
Line energies are in units of e0 unless a unit is given; lengths are in nm.
Groups of dislocations are tested on examples, not proved in general.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

# Round model parameters, rough regime of titanate perovskite superlattices
b = 0.39
r0 = b / 2
mu = 110e9
nu = 0.25
strain = 0.01
cells = 5
periods = 100
h = cells * b
M = 2 * mu * (1 + nu) / (1 - nu)
e0 = mu * (b * 1e-9)**2 / (4 * np.pi * (1 - nu))
gain_per_cell = M * (b * 1e-9)**2 / e0   # gain per unit strain and per cell


def line_cost(depth, core=r0):
    return np.log(2 * depth / core) - 0.5


def pair_energy(x, z1, z2):
    """Interaction of two equal edge dislocations at depths z1, z2, offset x."""
    near = x**2 + (z1 - z2)**2
    far = x**2 + (z1 + z2)**2
    total = (z1 + z2)**2
    return 2 * (0.5 * np.log(far / near) - (z1 - z2)**2 / near
                + (total + 2 * z1 * z2) / far - 4 * z1 * z2 * total / far**2)


# --- Half-space stress field from an Airy function (prefactor mu*b/(2 pi (1-nu)) = 1)
X, Z, D = sp.symbols("X Z D", positive=True)
R1, R2 = X**2 + (Z - D)**2, X**2 + (Z + D)**2
airy = -((Z - D) * sp.log(R1 / R2) / 2 - 2 * D * Z * (Z + D) / R2)


def laplacian(g):
    return sp.diff(g, X, 2) + sp.diff(g, Z, 2)


biharmonic = laplacian(laplacian(airy))
for px, pz in ((2, 1), (3, 7), (1, 4)):
    value = biharmonic.subs({X: px, Z: pz, D: sp.Rational(5, 2)})
    assert abs(sp.N(value, 30)) < 1e-15
assert sp.simplify(airy.subs(Z, 0)) == 0                 # no normal traction
assert sp.simplify(sp.diff(airy, Z).subs(Z, 0)) == 0     # no shear traction
stress_xx = sp.lambdify((X, Z, D), sp.diff(airy, Z, 2), "numpy")

# Every height above the line is shifted alike, nothing below it
target_relief = 4 * np.pi     # equals 2*mu*b/(1-nu) in these stress units
relief = []
for z in (0.5, 1.5, 2.5, 4.5, 6.0):
    relief.append(2 * quad(lambda x: stress_xx(x, z, 3.0), 0, np.inf, limit=300)[0])
assert np.allclose(relief[:3], target_relief, atol=1e-5)
assert np.allclose(relief[3:], 0, atol=1e-5)

# Pair and self energies as work on a cut from the free surface
for x, z1, z2 in ((1.0, 2.0, 4.0), (2.5, 3.0, 3.0), (0.7, 5.0, 2.0)):
    work = 2 * quad(lambda z: stress_xx(x, z, z1), 0, z2, limit=200)[0]
    assert abs(work - pair_energy(x, z1, z2)) < 1e-7
deep = 100 * r0
self_deep = quad(lambda z: stress_xx(0.0, z, deep), 0, deep - r0, limit=300)[0]
assert abs(self_deep - line_cost(deep)) < 0.01           # correction of order r0/depth
self_layer = quad(lambda z: stress_xx(0.0, z, h), 0, h - r0, limit=300)[0]
assert abs(self_layer - line_cost(h)) < 0.06             # same correction, h = 10 r0

# --- Energy of clamped layers from three-dimensional Hooke's law
lam = 2 * mu * nu / (1 - 2 * nu)


def energy_density(ex, ey):
    ez = -lam * (ex + ey) / (lam + 2 * mu)
    return 0.5 * lam * (ex + ey + ez)**2 + mu * (ex**2 + ey**2 + ez**2)


def stack_energy(shift):
    return periods * h * 1e-9 * (energy_density(-strain + shift, -strain)
                                 + energy_density(strain + shift, strain))


step = 1e-5
layer_force = M * strain * h * 1e-9
force_fd = h * 1e-9 * (energy_density(strain + step, strain)
                       - energy_density(strain - step, strain)) / (2 * step)
assert abs(force_fd / layer_force - 1) < 1e-6
net_force = (stack_energy(step) - stack_energy(-step)) / (2 * step)
assert abs(net_force) < 1e-6 * periods * layer_force
stored = stack_energy(0.0)
assert stored > 0


# --- Growth cell by cell: test a dislocation at every depth of every stage
def first_unstable(n_a, n_b, e_a, e_b, max_cells, core=r0):
    """Thickness in cells at which some dislocation first lowers the energy."""
    pattern = np.r_[np.full(n_a, e_a), np.full(n_b, e_b)]
    strains = np.resize(pattern, max_cells)
    summed = np.r_[0.0, np.cumsum(strains)]
    cost = line_cost(b * np.arange(1, max_cells + 1), core)
    for top in range(1, max_cells + 1):
        force = np.abs(summed[top] - summed[:top][::-1])
        if np.min(cost[:top] - gain_per_cell * force) < 0:
            return top
    return None


scan_cells = 1000 * 2 * cells
assert first_unstable(cells, cells, -strain, strain, scan_cells) is None

# The criterion separates stable from unstable stacks, also for unequal layers
for n_a, n_b in ((3, 6), (4, 8), (5, 5), (8, 4), (7, 7)):
    limit = line_cost(b * min(n_a, n_b)) / gain_per_cell
    for factor in (0.97, 1.03):
        found = first_unstable(n_a, n_b, -factor * limit / n_a,
                               factor * limit / n_b, 600)
        assert (found is None) == (factor < 1)

single_limit = brentq(lambda n: line_cost(n * b) - gain_per_cell * strain * n, 2, 100)
uneven = first_unstable(6, 4, -strain, strain, 2000)
thick = first_unstable(12, 12, -strain, strain, 2000)
assert uneven is not None and thick is not None
assert thick == int(np.ceil(single_limit))

# --- Groups of dislocations: all sign patterns on ten interfaces in one column
count = 10
depths = h * np.arange(1, count + 1)
matrix = np.diag(line_cost(depths))
for i in range(count):
    for j in range(count):
        if i != j:
            matrix[i, j] = 0.5 * pair_energy(0.0, depths[i], depths[j])
signs = np.indices((3,) * count).reshape(count, -1).T - 1
signs = signs[np.any(signs != 0, axis=1)]
group_cost = np.sum((signs @ matrix) * signs, axis=1)
driven = (np.arange(count) % 2 == 0).astype(float)  # cumulative force f,0,f,0,...
gain = gain_per_cell * strain * cells
lowest_group = np.min(group_cost - gain * (signs @ driven))
near_limit = np.min(group_cost - 0.99 * line_cost(h) * (signs @ driven))
assert lowest_group > 0 and near_limit > 0
buried_cost = matrix[4, 4] + matrix[5, 5] - 2 * matrix[4, 5]
assert buried_cost > line_cost(h)

# Laterally shifted arrays, opposite signs on neighbouring interfaces
array_lowest = np.inf
columns = 9
for spacing in (2.0, 4.0, 8.0, 16.0, 32.0):
    for offset in (0.0, h, spacing / 2):
        zz = np.repeat(depths, columns)
        row = np.repeat(np.arange(count), columns)
        xx = np.tile(spacing * np.arange(columns), count) + offset * (row % 2)
        ss = 1.0 - 2.0 * (row % 2)
        dx = xx[:, None] - xx[None, :]
        np.fill_diagonal(dx, 1.0)     # placeholder, diagonal is replaced below
        near2 = dx**2 + (zz[:, None] - zz[None, :])**2
        assert near2.min() > r0**2 or offset == h
        if near2.min() <= r0**2:
            continue
        inter = 0.5 * pair_energy(dx, zz[:, None], zz[None, :])
        np.fill_diagonal(inter, line_cost(zz))
        energy = ss @ inter @ ss - gain * np.sum(ss * driven[row])
        array_lowest = min(array_lowest, energy / len(zz))
assert array_lowest > 0

# --- Mean strain tolerated by the whole stack
total_cells = 2 * cells * periods
low, high = 0.0, 1e-3
assert first_unstable(cells, cells, -strain - high, strain - high, total_cells)
for _ in range(16):
    mid = 0.5 * (low + high)
    if first_unstable(cells, cells, -strain - mid, strain - mid, total_cells) is None:
        low = mid
    else:
        high = mid
tolerated = low
formula = (line_cost(total_cells * b) - gain) / (gain_per_cell * total_cells)
assert abs(tolerated / formula - 1) < 0.02

# --- Neglected effects, with rough typical inputs
contrast = first_unstable(cells, cells, -1.1 * strain, strain, 4000)
delta_alpha, cooling = 2e-6, 650.0
thermal = delta_alpha * cooling
thermal_limit = first_unstable(cells, cells, -strain + thermal, strain + thermal, 4000)
q12, polarization = -0.04, 0.25
spont = q12 * polarization**2
polar_limit = first_unstable(cells, cells, -strain - spont, strain, 4000)
c11, c12, c44 = 318e9, 102e9, 124e9
m_cubic = c11 + c12 - 2 * c12**2 / c11
k_cubic = (c11 + c12) * np.sqrt(c44 * (c11 - c12) / (c11 * (c11 + c12 + 2 * c44)))
aniso = (m_cubic / k_cubic) / (M * (1 - nu) / mu)
assert gain * aniso < line_cost(h)
ratio_wide = gain / line_cost(h, b)
ratio_narrow = gain / line_cost(h, b / 4)
assert ratio_wide < 1
growth_temperature = 950.0
kt = const.k * growth_temperature / const.e
barrier = (line_cost(h) - gain) * e0 * b * 1e-9 / const.e


def in_nm(n):
    return "none found" if n is None else f"{n * b:.1f} nm"


print(f"cell and Burgers length b: {b:.2f} nm; core radius r0: {r0:.3f} nm")
print(f"shear modulus: {mu/1e9:.0f} GPa; Poisson ratio: {nu:.2f}")
print(f"biaxial modulus M: {M/1e9:.1f} GPa")
print(f"layer strains: -{100*strain:.1f} % and +{100*strain:.1f} %")
print(f"layer thickness: {cells} cells = {h:.2f} nm")
print(f"periods: {periods}; total thickness: {total_cells*b:.0f} nm")
print(f"layer stress magnitude: {M*strain/1e9:.2f} GPa")
print(f"force of one layer f: {layer_force:.2f} N/m")
print(f"net force / one layer force: {abs(net_force)/layer_force:.1e}")
print(f"stored elastic energy of stack: {stored:.2f} J/m2")
print(f"energy unit e0: {e0/const.e*1e-9:.2f} eV/nm")
print("stress integral over x / (2 mu b/(1-nu)), line at depth 3:")
print("  depths 0.5 1.5 2.5 4.5 6.0:",
      " ".join(f"{abs(v)/target_relief:.4f}" for v in relief))
print(f"cost of dislocation under top layer: {line_cost(h):.3f} e0")
print(f"same cost by direct cut integral: {self_layer:.3f} e0")
print(f"gain b*f: {gain:.3f} e0; gain/cost: {gain/line_cost(h):.3f}")
print(f"cost at stack base: {line_cost(total_cells*b):.3f} e0")
print(f"single-layer threshold: {single_limit:.2f} cells = {single_limit*b:.2f} nm")
print(f"balanced 5/5 stack: no instability up to {scan_cells*b:.0f} nm")
print(f"unbalanced 6/4 stack, first instability: {in_nm(uneven)}")
print(f"balanced 12/12 stack, first instability: {in_nm(thick)}")
print(f"cost of pair around a buried layer: {buried_cost:.3f} e0")
print(f"sign patterns tested: {len(signs)}; lowest energy: {lowest_group:.3f} e0")
print(f"lowest pattern energy at 99 % of threshold: {near_limit:.3f} e0")
print(f"lowest array energy per dislocation: {array_lowest:.3f} e0")
print(f"mean strain tolerated by {periods} periods: {100*tolerated:.4f} %")
print(f"same from closed formula: {100*formula:.4f} %")
print(f"gain/cost for r0 = b: {ratio_wide:.3f}; for r0 = b/4: {ratio_narrow:.3f}")
print(f"cubic constants C11 C12 C44: {c11/1e9:.0f} {c12/1e9:.0f} {c44/1e9:.0f} GPa")
print(f"cubic anisotropy multiplies gain/cost by: {aniso:.3f}")
print(f"A layers 10 % stiffer, limit: {in_nm(contrast)}")
print(f"expansion mismatch: {delta_alpha:.1e} 1/K; cooling: {cooling:.0f} K")
print(f"thermal strain: {100*thermal:.2f} %; equilibrium limit: {in_nm(thermal_limit)}")
print(f"Q12: {q12:.2f} m4/C2; polarization: {100*polarization:.0f} uC/cm2")
print(f"spontaneous strain in A: {100*spont:.2f} %; limit: {in_nm(polar_limit)}")
print(f"energy margin per cell of line: {barrier:.2f} eV")
print(f"kT at {growth_temperature:.0f} K: {kt:.3f} eV")
print("OK")
```

Running it gives:

```
cell and Burgers length b: 0.39 nm; core radius r0: 0.195 nm
shear modulus: 110 GPa; Poisson ratio: 0.25
biaxial modulus M: 366.7 GPa
layer strains: -1.0 % and +1.0 %
layer thickness: 5 cells = 1.95 nm
periods: 100; total thickness: 390 nm
layer stress magnitude: 3.67 GPa
force of one layer f: 7.15 N/m
net force / one layer force: 0.0e+00
stored elastic energy of stack: 14.30 J/m2
energy unit e0: 11.08 eV/nm
stress integral over x / (2 mu b/(1-nu)), line at depth 3:
  depths 0.5 1.5 2.5 4.5 6.0: 1.0000 1.0000 1.0000 0.0000 0.0000
cost of dislocation under top layer: 2.496 e0
same cost by direct cut integral: 2.446 e0
gain b*f: 1.571 e0; gain/cost: 0.629
cost at stack base: 7.794 e0
single-layer threshold: 10.22 cells = 3.99 nm
balanced 5/5 stack: no instability up to 3900 nm
unbalanced 6/4 stack, first instability: 21.8 nm
balanced 12/12 stack, first instability: 4.3 nm
cost of pair around a buried layer: 4.589 e0
sign patterns tested: 59048; lowest energy: 0.925 e0
lowest pattern energy at 99 % of threshold: 0.025 e0
lowest array energy per dislocation: 0.813 e0
mean strain tolerated by 100 periods: 0.0199 %
same from closed formula: 0.0198 %
gain/cost for r0 = b: 0.871; for r0 = b/4: 0.493
cubic constants C11 C12 C44: 318 102 124 GPa
cubic anisotropy multiplies gain/cost by: 0.951
A layers 10 % stiffer, limit: 126.8 nm
expansion mismatch: 2.0e-06 1/K; cooling: 650 K
thermal strain: 0.13 %; equilibrium limit: 39.0 nm
Q12: -0.04 m4/C2; polarization: 25 uC/cm2
spontaneous strain in A: -0.25 %; limit: 46.8 nm
energy margin per cell of line: 4.00 eV
kT at 950 K: 0.082 eV
OK
```
